# Silicon trap energies visible between 1 kHz and 1 MHz: test program

```python
"""
Result under test: traps in silicon seen between frequencies f_low and f_high lie
at depth = kT ln(sigma v N / (2 pi f)) from the majority band, so the interval has
width kT ln(f_high/f_low). A uniform trap continuum has its conductance loss peak
at omega*tau = 1.98, which shifts both edges equally.
sigma: capture area (cm2); v: stated thermal speed (cm/s); N: effective density
of band states (cm^-3); tau = 1/(sigma v n_s), n_s: surface carrier density;
x = omega*tau; f0: equilibrium trap occupation. Energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar

T = 300.0
kT = const.k * T / const.e
sigma, speed = 1e-16, 1e7
N_C, N_V, gap, donors = 2.9e19, 3.1e19, 1.12, 1e16
f_low, f_high = 1e3, 1e6


def depth_formula(freq, states=N_C, area=sigma, v=speed, thermal=kT):
    return thermal * np.log(area * v * states / (2 * np.pi * freq))


# Fermi-Dirac carrier density for a parabolic band, energy = kT*t**2
t_grid = np.linspace(0.0, 8.0, 801)
t_step = t_grid[1] - t_grid[0]


def carrier_density(depth, states=N_C):
    integrand = t_grid**2 / (1 + np.exp(t_grid**2 + depth / kT))
    return states * 4 / np.sqrt(np.pi) * t_step * np.sum(integrand)


def emission_rate(depth, states=N_C, area=sigma, degeneracy=1.0):
    # Detailed balance evaluated with the Fermi level 0.45 eV from the band
    fermi_depth = 0.45
    empty_to_full = np.exp((fermi_depth - depth) / kT) / degeneracy
    return area * speed * carrier_density(fermi_depth, states) * empty_to_full


def emission_edge(freq, **options):
    return brentq(lambda d: np.log(emission_rate(d, **options)
                                   / (2 * np.pi * freq)), 0.05, 0.7)


# Time-domain test of the linear response of one trap level
def simulated_loss(f0, x, ripple=1e-3):
    period = 2 * np.pi / x
    start = np.ceil(25 / period) * period
    times = start + period * np.arange(400) / 400

    def rate(t, y):
        return (1 + ripple * np.cos(x * t)) * (1 - y) - (1 - f0) / f0 * y

    run = solve_ivp(rate, (0, start + period), [f0], t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    max_step=period / 20)
    assert run.success
    return 2 * np.mean(run.y[0] * np.sin(x * times)) / ripple


for f0, x in [(0.5, 1.0), (0.3, 4.0), (0.8, 0.7)]:
    predicted = f0 * (1 - f0) * x * f0 / (1 + (x * f0)**2)
    assert abs(simulated_loss(f0, x) / predicted - 1) < 1e-4
level_losses = [simulated_loss(0.5, x) for x in (1.7, 2.0, 2.3)]
assert level_losses[1] > max(level_losses[0], level_losses[2])

# Loss summed over trap energies; s = (E_t - E_F)/kT
s_grid = np.linspace(-35.0, 35.0, 1401)
s_step = s_grid[1] - s_grid[0]
occupation = 1 / (1 + np.exp(s_grid))


def loss_weights(x):
    reduced = x * occupation
    return occupation * (1 - occupation) * reduced / (1 + reduced**2)


def summed_loss(x):
    return s_step * np.sum(loss_weights(x))


def closed_loss(x):
    return np.log1p(x**2) / (2 * x)


for x in (0.1, 1.0, 5.0, 30.0):
    assert abs(summed_loss(x) / closed_loss(x) - 1) < 1e-7
x_peak = brentq(lambda x: 2 * x**2 / (1 + x**2) - np.log1p(x**2), 1, 4)
search = minimize_scalar(lambda x: -summed_loss(x), bounds=(0.5, 6),
                         method="bounded", options={"xatol": 1e-8})
assert abs(search.x - x_peak) < 1e-5
peak_height = summed_loss(x_peak)
x_half_low = brentq(lambda x: summed_loss(x) - peak_height / 2, 0.05, x_peak)
x_half_high = brentq(lambda x: summed_loss(x) - peak_height / 2, x_peak, 60)
weights = loss_weights(x_peak)
mean_s = np.sum(weights * s_grid) / np.sum(weights)
spread_s = np.sqrt(np.sum(weights * (s_grid - mean_s)**2) / np.sum(weights))

# Edges from direct searches against the depth formula
edges = [depth_formula(f) for f in (f_high, f_low)]
hole_edges = [depth_formula(f, N_V) for f in (f_high, f_low)]
peak_shift = kT * np.log(x_peak)
for freq, edge, hole_edge in zip((f_high, f_low), edges, hole_edges):
    assert abs(emission_edge(freq) - edge) < 1e-5
    assert abs(emission_edge(freq, states=N_V) - hole_edge) < 1e-5
    best = minimize_scalar(
        lambda d: -summed_loss(2 * np.pi * freq
                               / (sigma * speed * carrier_density(d))),
        bounds=(0.1, 0.6), method="bounded", options={"xatol": 1e-9})
    assert abs(best.x - edge - peak_shift) < 2e-5
width = kT * np.log(f_high / f_low)
for area in (sigma, 100 * sigma):
    direct_width = (emission_edge(f_low, area=area)
                    - emission_edge(f_high, area=area))
    assert abs(direct_width - width) < 1e-5
blind = gap - edges[1] - hole_edges[1]
blind_peak = blind - 2 * peak_shift

# Surface densities and band bending for the chosen donor density
n_surface = [carrier_density(d) for d in edges]
for freq, density in zip((f_high, f_low), n_surface):
    assert abs(density * sigma * speed / (2 * np.pi * freq) - 1) < 1e-3
bulk_depth = brentq(lambda d: np.log(carrier_density(d) / donors), 0.05, 0.5)
bending = [d - bulk_depth for d in edges]
assert bending[0] > 0

# Sizes of neglected effects
boltzmann_error = abs(carrier_density(edges[0])
                      / (N_C * np.exp(-edges[0] / kT)) - 1)
assert boltzmann_error < 1e-3
minority_ratio = carrier_density(gap - edges[1], N_V) / n_surface[1]

m_long, m_trans = 0.92, 0.19
angular = quad(lambda u: np.sqrt((1 - u**2) / m_trans + u**2 / m_long), 0, 1)[0]
silicon_speed = 100 * np.sqrt(8 * const.k * T / (np.pi * const.m_e)) * angular
rng = np.random.default_rng(7)
masses = np.array([m_trans, m_trans, m_long]) * const.m_e
samples = rng.normal(size=(300000, 3)) * np.sqrt(const.k * T / masses)
sampled_speed = 100 * np.mean(np.sqrt(np.sum(samples**2, axis=1)))
assert abs(sampled_speed / silicon_speed - 1) < 0.005
speed_shift = depth_formula(f_low, v=silicon_speed) - edges[1]
area_shift = depth_formula(f_low, area=10 * sigma) - edges[1]
degeneracy_shift = emission_edge(f_low, degeneracy=2.0) - edges[1]
assert abs(degeneracy_shift + kT * np.log(2)) < 1e-5

ratio_T = 310.0 / T
warm_edges = [depth_formula(f, N_C * ratio_T**1.5, v=speed * ratio_T**0.5,
                            thermal=kT * ratio_T) for f in (f_high, f_low)]

fluctuation = 0.050
z = np.linspace(-8, 8, 1601)
gauss = np.exp(-z**2 / 2)
gauss /= gauss.sum()
blurred = minimize_scalar(
    lambda lx: -np.sum(gauss * closed_loss(np.exp(lx + z * fluctuation / kT))),
    bounds=(-1, 4), method="bounded", options={"xatol": 1e-8})
x_blurred = np.exp(blurred.x)
blur_shift = kT * np.log(x_blurred / x_peak)

# Surface field at the 1 kHz edge, from the first integral of Poisson's equation
eps_si = 11.7 * const.epsilon_0
charge_integral = quad(lambda p: 1 - np.exp(-p / kT), 0, bending[1])[0]
field = np.sqrt(2 * const.e * donors * 1e6 * charge_integral / eps_si)
barrier = minimize_scalar(
    lambda lr: const.e / (4 * np.pi * eps_si * np.exp(lr)) + field * np.exp(lr),
    bounds=(np.log(1e-10), np.log(1e-6)), method="bounded",
    options={"xatol": 1e-9})
lowering = barrier.fun
assert abs(lowering / np.sqrt(const.e * field / (np.pi * eps_si)) - 1) < 1e-6
oxide_field = field * 11.7 / 3.9

print(f"Temperature: {T:.0f} K; kT: {kT:.6f} eV")
print(f"Capture area: {sigma:.1e} cm2; stated speed: {speed:.1e} cm/s")
print(f"N_C: {N_C:.2e} cm^-3; N_V: {N_V:.2e} cm^-3; gap: {gap:.2f} eV")
print(f"Frequencies: {f_low:.0e} Hz and {f_high:.0e} Hz")
print(f"Angular frequencies: {2*np.pi*f_low:.4e}, {2*np.pi*f_high:.4e} s^-1")
print(f"Electron attempt rate sigma v N_C: {sigma*speed*N_C:.3e} s^-1")
print(f"Hole attempt rate sigma v N_V: {sigma*speed*N_V:.3e} s^-1")
print(f"Logarithm at 1 MHz, electrons: {edges[0]/kT:.4f}")
print(f"Logarithm at 1 kHz, electrons: {edges[1]/kT:.4f}")
print(f"Depth below E_C at 1 MHz, omega tau=1: {edges[0]:.4f} eV")
print(f"Depth below E_C at 1 kHz, omega tau=1: {edges[1]:.4f} eV")
print(f"Interval width: {width:.4f} eV")
print(f"Height above E_V at 1 MHz, omega tau=1: {hole_edges[0]:.4f} eV")
print(f"Height above E_V at 1 kHz, omega tau=1: {hole_edges[1]:.4f} eV")
print(f"Blind region between intervals, omega tau=1: {blind:.4f} eV")
print(f"Continuum loss peak omega tau: {x_peak:.4f}")
print(f"Peak G_p/(omega q^2 D_it): {peak_height:.4f}")
print(f"Loss-peak shift of each edge: {1000*peak_shift:.2f} meV")
print(f"Loss-peak depth below E_C at 1 MHz: {edges[0]+peak_shift:.4f} eV")
print(f"Loss-peak depth below E_C at 1 kHz: {edges[1]+peak_shift:.4f} eV")
print(f"Loss-peak height above E_V at 1 MHz: {hole_edges[0]+peak_shift:.4f} eV")
print(f"Loss-peak height above E_V at 1 kHz: {hole_edges[1]+peak_shift:.4f} eV")
print(f"Blind region, loss-peak criterion: {blind_peak:.4f} eV")
print(f"Half-height omega tau: {x_half_low:.4f} and {x_half_high:.4f}")
print(f"Half-height reach, shallower: {1000*kT*np.log(x_peak/x_half_low):.1f} meV")
print(f"Half-height reach, deeper: {1000*kT*np.log(x_half_high/x_peak):.1f} meV")
print(f"Loss-weighted mean E_t-E_F at peak: {1000*kT*mean_s:.2f} meV")
print(f"Loss-weighted rms trap-energy spread: {1000*kT*spread_s:.1f} meV")
print(f"Surface electron density at 1 MHz edge: {n_surface[0]:.3e} cm^-3")
print(f"Surface electron density at 1 kHz edge: {n_surface[1]:.3e} cm^-3")
print(f"Donor density: {donors:.1e} cm^-3; bulk E_C-E_F: {bulk_depth:.4f} eV")
print(f"Band bending at 1 MHz edge: {bending[0]:.4f} eV")
print(f"Band bending at 1 kHz edge: {bending[1]:.4f} eV")
print(f"Boltzmann relative density error at 1 MHz edge: {boltzmann_error:.2e}")
print(f"Hole/electron density ratio at 1 kHz edge: {minority_ratio:.2e}")
print(f"Rough silicon masses: {m_long:.2f}, {m_trans:.2f} electron masses")
print(f"Mean speed from anisotropic masses: {silicon_speed:.3e} cm/s")
print(f"Edge shift with that speed: {1000*speed_shift:+.1f} meV")
print(f"Edge shift for tenfold larger capture area: {1000*area_shift:+.1f} meV")
print(f"Edge shift for trap degeneracy 2: {1000*degeneracy_shift:+.1f} meV")
print(f"1 MHz edge shift at 310 K: {1000*(warm_edges[0]-edges[0]):+.1f} meV")
print(f"1 kHz edge shift at 310 K: {1000*(warm_edges[1]-edges[1]):+.1f} meV")
print(f"Surface-potential rms fluctuation: {1000*fluctuation:.0f} mV")
print(f"Fluctuation-broadened peak omega tau: {x_blurred:.3f}")
print(f"Further loss-peak shift by fluctuation: {1000*blur_shift:+.1f} meV")
print(f"Silicon surface field at 1 kHz edge: {field/1e8:.4f} MV/cm")
print(f"Barrier lowering, attractive charged trap: {1000*lowering:.1f} meV")
print(f"Oxide field without interface charge: {oxide_field/1e8:.4f} MV/cm")
print("success")
```

Output:

```
Temperature: 300 K; kT: 0.025852 eV
Capture area: 1.0e-16 cm2; stated speed: 1.0e+07 cm/s
N_C: 2.90e+19 cm^-3; N_V: 3.10e+19 cm^-3; gap: 1.12 eV
Frequencies: 1e+03 Hz and 1e+06 Hz
Angular frequencies: 6.2832e+03, 6.2832e+06 s^-1
Electron attempt rate sigma v N_C: 2.900e+10 s^-1
Hole attempt rate sigma v N_V: 3.100e+10 s^-1
Logarithm at 1 MHz, electrons: 8.4372
Logarithm at 1 kHz, electrons: 15.3449
Depth below E_C at 1 MHz, omega tau=1: 0.2181 eV
Depth below E_C at 1 kHz, omega tau=1: 0.3967 eV
Interval width: 0.1786 eV
Height above E_V at 1 MHz, omega tau=1: 0.2198 eV
Height above E_V at 1 kHz, omega tau=1: 0.3984 eV
Blind region between intervals, omega tau=1: 0.3249 eV
Continuum loss peak omega tau: 1.9803
Peak G_p/(omega q^2 D_it): 0.4024
Loss-peak shift of each edge: 17.66 meV
Loss-peak depth below E_C at 1 MHz: 0.2358 eV
Loss-peak depth below E_C at 1 kHz: 0.4144 eV
Loss-peak height above E_V at 1 MHz: 0.2375 eV
Loss-peak height above E_V at 1 kHz: 0.4161 eV
Blind region, loss-peak criterion: 0.2896 eV
Half-height omega tau: 0.4402 and 12.6155
Half-height reach, shallower: 38.9 meV
Half-height reach, deeper: 47.9 meV
Loss-weighted mean E_t-E_F at peak: -9.44 meV
Loss-weighted rms trap-energy spread: 37.9 meV
Surface electron density at 1 MHz edge: 6.283e+15 cm^-3
Surface electron density at 1 kHz edge: 6.283e+12 cm^-3
Donor density: 1.0e+16 cm^-3; bulk E_C-E_F: 0.2061 eV
Band bending at 1 MHz edge: 0.0120 eV
Band bending at 1 kHz edge: 0.1906 eV
Boltzmann relative density error at 1 MHz edge: 7.66e-05
Hole/electron density ratio at 1 kHz edge: 3.49e-06
Rough silicon masses: 0.92, 0.19 electron masses
Mean speed from anisotropic masses: 2.084e+07 cm/s
Edge shift with that speed: +19.0 meV
Edge shift for tenfold larger capture area: +59.5 meV
Edge shift for trap degeneracy 2: -17.9 meV
1 MHz edge shift at 310 K: +9.0 meV
1 kHz edge shift at 310 K: +15.0 meV
Surface-potential rms fluctuation: 50 mV
Fluctuation-broadened peak omega tau: 2.416
Further loss-peak shift by fluctuation: +5.1 meV
Silicon surface field at 1 kHz edge: 0.0226 MV/cm
Barrier lowering, attractive charged trap: 33.3 meV
Oxide field without interface charge: 0.0677 MV/cm
success
```
